Relaxation time for isotropic intervalley scattering of degenerate electrons

Consider electrons in several conduction-band valleys, scattered between valleys at a rate that depends on the initial and final energies but not on the directions of the wave vectors. To first order in the electric field, the disturbance of the distribution at energy E decays with the relaxation time τ(E) given by

1/τ(E) = Σ_k' S(k,k') [1 − f0(E')] / [1 − f0(E)].   (1)

Here S(k,k') is the transition rate from k to k' when the final state is empty, f0 is the Fermi function, and E and E' are the initial and final energies. The final states are weighted by the ratio of two empty-state probabilities, final over initial. Within the linearized Boltzmann equation, and for such an isotropic rate, (1) involves no further approximation, however large the energy exchanged and however degenerate the electrons.

For phonons of energy ħω, with each electron energy measured from its valley minimum, (1) becomes

1/τ(E) = Σ_c A { N √(E+ħω) [1 − f0(E+ħω)]/[1 − f0(E)]
   + (N+1) √(E−ħω) [1 − f0(E−ħω)]/[1 − f0(E)] },   (2)

A = Z D² m_d^(3/2) / (√2 π ρ ħ³ ω).   (3)

The sum runs over the kinds of phonon c, each with its own A, N and ω. N = 1/(exp(ħω/kT) − 1) is the phonon occupation, Z the number of final valleys, D the intervalley coupling (energy per length), ρ the mass density and m_d the density-of-states mass of one valley. The first term is absorption. The second is emission, which is present for E > ħω and is zero otherwise.

The derivation starts from the collision integral with the Pauli principle kept on both sides of the balance. Write f for f(k), f' for f(k'), S for S(k,k') and S' for the reverse rate S(k',k). Then

C[f] = Σ_k' [ S' f'(1 − f) − S f(1 − f') ].   (4)

The first term brings electrons into k, and the second takes them out. Spin is conserved, so the sum runs over one spin direction.

A steady uniform force F changes the distribution according to

(F/ħ)·∂f/∂k = C[f].

Put f = f0 + f1, with f1 proportional to the field. In equilibrium C[f0] = 0. On the left, to first order, f may be replaced by f0, and since ∂E/∂k = ħv,

F·v ∂f0/∂E = C1[f1],   (5)

where C1 is the part of the collision integral linear in f1. Each valley is assumed to have an energy that is even about its own minimum. The velocity v, and with it the whole left side, is then odd under reversal of the wave vector measured from that minimum.

To find C1, expand the two products in (4) and keep the terms with one factor f1 or f1':

f'(1 − f) → f1'(1 − f0) − f0' f1,
f(1 − f') → f1(1 − f0') − f0 f1'.

Collecting the terms in f1 and those in f1' gives

C1[f1] = −f1 Σ_k' [ S(1 − f0') + S' f0' ]
   + Σ_k' f1' [ S'(1 − f0) + S f0 ].   (6)

In the second sum, the bracket depends on energies and on valley labels but not on the direction of k'. At a given final energy, the states k' and its mirror image in the same valley have the same bracket, while an odd f1' has opposite signs there. The second sum therefore vanishes for odd f1. The first sum is a function of energy and multiplies f1, so the collision operator turns odd functions into odd functions. The odd drive in (5) is answered by an odd f1. An even solution of C1[f1] = 0, such as a small change of density, is not driven by the field and carries no current; it is set to zero.

What remains is C1[f1] = −f1/τ, with

1/τ = Σ_k' [ S(1 − f0') + S' f0' ].   (7)

The first term is the rate at which an electron leaves k, with blocked final states excluded. The second has a different origin: an extra electron in k blocks others that would have scattered into k. Both processes reduce an excess f1, so their rates add.

Detailed balance joins the two terms. In equilibrium each transition is balanced by its reverse:

S' f0'(1 − f0) = S f0(1 − f0').   (8)

For phonons this can be verified directly. If E' = E + ħω, then S is proportional to N and S' to N+1. The Fermi function obeys f0/(1 − f0) = exp[(μ − E)/kT], where μ is the Fermi energy. Dividing (8) by (1 − f0)(1 − f0') leaves the requirement (N+1) exp(−ħω/kT) = N, which is satisfied by the Bose number. The electrons and phonons must share one temperature for this to hold.

Solve (8) for S' f0' and insert it in (7):

S(1 − f0') + S' f0' = S(1 − f0') [1 + f0/(1 − f0)]
   = S(1 − f0')/(1 − f0).

This is (1). The denominator represents the blocking of in-scattering. If it is left out, what remains is the departure rate of an electron, which is smaller than the relaxation rate by the factor 1 − f0(E).

The phonon form requires the transition rate. For a coupling D that does not depend on wave vector, the squared matrix element in a crystal of volume V is

|M|² = ħD²/(2ρωV) × (N for absorption, N+1 for emission).

The golden rule multiplies it by 2π/ħ and by the number of final states per unit energy. For an ellipsoidal valley with one longitudinal mass m_l and two transverse masses m_t, set k_i = √(2m_i) u_i/ħ. The energy becomes E = u², and

d³k = 2^(3/2) √(m_l m_t²) d³u/ħ³.

The integral of δ(E − u²) over d³u is 4πu²/(2u) = 2π√E. With m_d = (m_l m_t²)^(1/3), the density of states per volume, for one spin and one valley, is

g(E) = 2π√E (2m_d)^(3/2)/(8π³ħ³) = (2m_d)^(3/2) √E/(4π²ħ³).

The absorption rate into Z valleys, before any Pauli factor, is therefore

(2π/ħ) [ħD²/(2ρω)] N Z g(E+ħω) = (πD²Z/ρω) N g(E+ħω).

Inserting g, the numerical factor is π·2^(3/2)/(4π²) = 1/(√2 π), which gives A in (3). Emission follows with N+1 and E−ħω. The anisotropy of the mass enters the rate through m_d and does not disturb the argument for τ, which needed no spherical energy surface.

A second form of (2) shows how degeneracy acts. Go back to (7), write f± = f0(E ± ħω), and add the two contributions for each process:

absorption: N(1 − f+) + (N+1)f+ = N + f+,   (9)
emission: (N+1)(1 − f−) + N f− = N + 1 − f−.   (10)

These weights multiply A√(E+ħω) and A√(E−ħω). Compared with the rate without Pauli factors, degeneracy raises the absorption part by f+ and lowers the emission part by f−. Below the emission threshold, where the absorption part stands alone, a degenerate gas thus relaxes faster than the rate without Pauli factors would say. The added part f+ is the blocking of electrons that would have dropped into the state from above by spontaneous emission. The blocking of stimulated emission, N f+, cancels against the loss of absorption into filled final states.

When the occupations at both the initial and the final energies are small, (9) and (10) reduce to N and N+1, and the ordinary nondegenerate rate returns. The empty-state ratio also tends to one in the quasi-elastic limit, ħω much smaller than both kT and E, because the initial and final occupations become equal. Pauli blocking then cancels at any degeneracy, and to leading order 1/τ = 2A(kT/ħω)√E for each kind of phonon.

At the Fermi energy the result takes a compact form. With x = ħω/kT, f+ = 1/(eˣ+1) and f− = 1 − f+. Both weights are then equal:

N + f+ = 1/(eˣ−1) + 1/(eˣ+1) = 2eˣ/(e²ˣ−1) = 1/sinh x.

Hence, for μ > ħω,

1/τ(μ) = Σ_c A [√(μ+ħω) + √(μ−ħω)]/sinh(ħω/kT).   (11)

On cooling, this rate falls as 2exp(−ħω/kT). The rate without Pauli factors keeps its spontaneous emission term and remains finite. Keeping the final factor 1 − f0(E') but dropping the denominator gives half of (11), since 1 − f0(μ) = 1/2.

The zero-temperature limit at other energies follows from (9) and (10) with N = 0. For E > μ+ħω, the state reached by emission is empty and the emission weight is one. For E < μ−ħω, the emission weight is zero but the absorption weight is one, even though there are no phonons to absorb: a missing electron at E is refilled from E+ħω by emission. Between these limits both weights vanish. Relaxation by each kind of phonon is thus frozen within its own energy ħω of the Fermi level, on either side. With several kinds, the lowest phonon energy sets the frozen window.

The mobility follows from (5), which now reads f1 = −τ F·v ∂f0/∂E. For a field ℰ along x the force is −eℰ, so f1 = eτℰ v_x ∂f0/∂E. The current density, with charge −e and a factor 2 for spin, is

j = e²ℰ Σ_valleys 2∫ d³k/(2π)³ v_x² τ (−∂f0/∂E).

In the scaled coordinates v_i = √(2/m_i) u_i, and the average of u_i² over a surface of constant energy is E/3. Thus v_i² averages to 2E/(3m_i). In a cubic crystal with equally filled valleys, the sum over valleys also averages 1/m_i over the three axes, giving 1/m_c with

3/m_c = 1/m_l + 2/m_t.

The density contains ∫√E f0 dE, which on integration by parts equals (2/3)∫E^(3/2)(−∂f0/∂E)dE. Dividing j by the density n, by e and by ℰ, the factors 2/3 cancel:

μ_n = e⟨τ⟩/m_c,
⟨τ⟩ = ∫τ E^(3/2)(−∂f0/∂E)dE / ∫E^(3/2)(−∂f0/∂E)dE.   (12)

As an example, take heavily doped n-type silicon at 300 K with 1.0×10²⁰ electrons per cm³ in six valleys. The parameters are rough typical values. The masses m_l = 0.92 m0 and m_t = 0.19 m0 give m_d = 0.321 m0 and m_c = 0.258 m0. An f-type phonon, which connects valleys on different axes, has ħω = 50 meV, Z = 4 and D = 3×10⁸ eV/cm. A g-type phonon, which connects opposite valleys on one axis, has ħω = 60 meV, Z = 1 and D = 1×10⁹ eV/cm. With ρ = 2.33 g/cm³, equation (3) gives A = 6.36×10¹² and 1.47×10¹³ s⁻¹ eV^(−1/2), respectively. The density fixes μ = 65.2 meV, which is 2.52 kT.

At E = μ the f-type phonon has N = 0.169. The empty-state ratio is 1.747 for absorption and 0.2526 for emission. The weights are 0.169 × 1.747 = 0.295 and 1.169 × 0.2526 = 0.295, equal as (11) requires. With energies in eV, the two rates are

absorption: 6.36×10¹² × 0.295 × √0.1152 = 6.37×10¹¹ s⁻¹,
emission: 6.36×10¹² × 0.295 × √0.0152 = 2.31×10¹¹ s⁻¹.

The g-type phonon has the common weight 0.198 and contributes 1.03×10¹² and 2.1×10¹¹ s⁻¹. The sum is 2.11×10¹² s⁻¹, or τ = 0.47 ps. Since the weights are equal, absorption exceeds emission here because the density of final states is larger at μ+ħω than at μ−ħω.

Three versions of the rate can be compared at fixed density and temperature, in units of 10¹² s⁻¹:

E = 25 meV: full ratio 2.83; final factor alone 0.49; no Pauli factors 0.76.
E = μ: full ratio 2.11; final factor alone 1.06; no Pauli factors 3.03.
E = 150 meV: full ratio 6.86; final factor alone 6.61; no Pauli factors 8.46.

At 25 meV no emission is possible, and the full rate is 3.7 times the rate without Pauli factors, in line with (9). At the Fermi energy and at 150 meV it is the smaller of the two.

The intervalley-limited mobility from (12) is 2130 cm²/Vs with the full ratio, 3840 cm²/Vs with the final factor alone and 1990 cm²/Vs with no Pauli factors. Omitting the denominator thus overestimates the mobility by 80 percent, while omitting both factors underestimates it by 7 percent. The second error is small through partial cancellation. Without Pauli factors τ is too long at every energy below 50 meV, by (9), so it must be too short elsewhere for the average to come out low. The agreement says little about the rate at a given energy.

Cooling to 77 K at the same density shows the difference plainly. The Fermi energy is then 73.5 meV, and the full rate there is 5.1×10⁹ s⁻¹, against 2.7×10¹² s⁻¹ without Pauli factors. For these two phonons, the latter is too large by a factor of about 500. Real silicon also has weaker intervalley phonons of roughly 10 to 20 meV, which are left out here. They remain thermally active at 77 K, so they raise the full rate and make the factor much smaller.

The cancellation in (6) was tested by solving the linearized problem without assuming a relaxation time. In units of kT, two valleys were given six energy levels spaced by ħω = 2.3, starting at 0.6, with μ = 2.9 and six directions per level. The velocities along the field differed between the valleys by a factor of 0.4. The derivative of the full collision sum (4) was taken numerically, and the resulting linear equations were solved with the field as the source. The highest level was left out of the comparison because it lacks a partner above. The product of the solved τ and the rate (2) then differed from one by at most 5×10⁻¹². With the final factor alone the largest deviation was 0.91, and with no Pauli factors it was 0.82.

The same calculation shows why isotropy matters. When the transition rate was multiplied by 1 + 0.6 cosθ cosθ', where θ and θ' are the angles to the field, the largest deviation rose to 2.0. The terms in f1' no longer cancel, and different energies and valleys become coupled. Formula (1) then fails, and the linear equations must be solved together. This is the situation for polar optical phonons in III-V materials, whose coupling depends on the wave vector transferred. What spoils the cancellation is the part of the rate that is odd under reversal of k'. A direction dependence that is even in k and in k' separately leaves (1) valid, with τ then depending on the direction of k as well as on E.

In real silicon at this doping the measured mobility is below about 100 cm²/Vs, far less than the intervalley value of 2130 cm²/Vs. The largest assumption broken is the absence of ionized impurities. An estimate with one singly charged donor per electron, static screening over 0.60 nm and the Born approximation gives an impurity rate of 2.1×10¹³ s⁻¹ at the Fermi energy, ten times the intervalley rate. Acoustic phonons, with a rough deformation potential of 9 eV and a sound speed of 9 km/s, lower the mobility to 1050 cm²/Vs; adding the impurities lowers it to 255 cm²/Vs. The rates may be added at each energy because the intervalley term acts on f1 as a plain factor, though treating impurity scattering with the single mass m_d is itself approximate. The estimate remains above the real value. The Born approximation is marginal here: phase shifts for the same screened potential, with the screening length held fixed, raise the impurity rate at the Fermi energy by a factor of about 1.7 and lower the mobility to about 180 cm²/Vs. The rough phonon parameters also scatter too weakly, giving about 1760 cm²/Vs for dilute silicon against about 1400 measured. Electron-electron scattering is omitted, and its share of the remaining gap has not been tested here.

Two further neglected effects can be sized for the same electrons. A nonparabolicity of 0.5 eV⁻¹, at the same density, lowers μ to 61 meV and the intervalley mobility to 1785 cm²/Vs, a reduction of 16 percent. The level width ħ/τ at the Fermi energy is 1.4 meV from intervalley scattering, small beside kT = 25.9 meV. For impurities, ħ/τ with the momentum relaxation time is 14 meV. The level width itself is somewhat larger, because it counts small-angle deflections at full weight. The picture of sharp energies in the golden rule is therefore strained at this doping.

The low-field condition can be sized by asking when the energy gained from the field in one relaxation time equals kT. With speed √(2μ/m_c) and intervalley scattering alone, this happens at 0.0018 MV/cm, or 1.8 kV/cm. Linear response requires fields well below this value. Impurity scattering shortens τ about tenfold and raises the scale in proportion. Heating of the electrons is of second order in the field and sets a separate limit. The power taken up per electron is eμ_nℰ², so for a given energy loss to phonons this limit rises only as 1/√μ_n when impurities lower the mobility, and the two limits then become comparable: with acoustic phonons and impurities included, both the drift scale and the field that would double the electron temperature lie near 20 kV/cm. Once electrons and phonons differ in temperature, the balance (8) fails, and the ratio in (1) fails with it. The forms (7), (9) and (10) do not use (8). They remain valid with f0 taken at the electron temperature and N at the lattice temperature, as long as the isotropic part of the distribution stays a Fermi function. The computed values are collected in the numerical output below.

Table of computed values

```
temperature 300 K, kT = 25.85 meV
electron density = 1.0e+20 cm^-3, valleys = 6
m_l, m_t = 0.92, 0.19 m0
m_d, m_c = 0.3214, 0.2583 m0
mass density = 2.33 g/cm^3
Fermi energy mu = 65.21 meV = 2.522 kT
f-type: hw = 50 meV, Z = 4, D = 3.0e+08 eV/cm
  N = 0.1690, A = 6.355e+12 s^-1 eV^-1/2
  empty-state ratio at mu: absorption 1.7474, emission 0.2526
  weights at mu: 0.2953, 0.2953; 1/sinh = 0.2953
  rates at mu: absorption 6.369e+11 s^-1, emission 2.314e+11 s^-1
g-type: hw = 60 meV, Z = 1, D = 1.0e+09 eV/cm
  N = 0.1089, A = 1.471e+13 s^-1 eV^-1/2
  empty-state ratio at mu: absorption 1.8212, emission 0.1788
  weights at mu: 0.1983, 0.1983; 1/sinh = 0.1983
  rates at mu: absorption 1.032e+12 s^-1, emission 2.105e+11 s^-1
rates in s^-1: correct ratio | only 1-f0(E') | no Pauli factors
  E = 25 meV: 2.830e+12 | 4.933e+11 | 7.610e+11
  E = mu: 2.111e+12 | 1.055e+12 | 3.025e+12
  E = 150 meV: 6.859e+12 | 6.610e+12 | 8.457e+12
tau(mu) = 473.7 fs
intervalley-only mobility in cm^2/Vs:
  correct ratio 2129.8
  only 1-f0(E') 3836.7
  no Pauli factors 1990.9
  correct ratio, k-space sum 2129.8
77 K, same density: mu = 73.52 meV
  rate at mu: correct 5.101e+09 s^-1, no Pauli 2.688e+12 s^-1
two-valley solution, largest relative deviation of rate*tau from 1:
  correct ratio 4.5e-12, only 1-f0(E') 0.909, no Pauli 0.818
  correct ratio but anisotropic scattering 1.998
golden-rule sum / closed form at 110 meV = 0.99989
effects left out:
  acoustic inputs: 9 eV, 9 km/s
  mobility with acoustic phonons = 1049.8 cm^2/Vs
  relative permittivity = 11.7, screening length = 0.603 nm
  impurity rate at mu = 2.144e+13 s^-1
  mobility with acoustic phonons and impurities = 255.3 cm^2/Vs
  nonparabolicity 0.5 eV^-1: mu = 61.12 meV, intervalley mobility = 1784.9 cm^2/Vs
  broadening hbar/tau at mu: intervalley 1.39 meV, impurities 14.1 meV
  field at which e*F*v*tau = kT: 0.0018 MV/cm
```
